# Why a straight Tauc segment fixes neither gap nor type

Suppose the absorption edge of a semiconductor is plotted as $(\alpha E)^{1/2}$ against photon energy $E$. A segment looks straight, the fitted line has $R^2=0.9999$, and its extrapolation to zero is reported as an indirect gap of 1.90 eV. The material may nevertheless have a direct gap of 2.00 eV. Both the value and the type are then wrong, and the quality of the fit gives no warning. The edge constructed below behaves in this way.

## What the plot assumes

A Tauc plot shows $f^m$ against $E$, where $f=\alpha E$ and $\alpha$ is the absorption coefficient. It rests on the power law

$$f(E)=A\,(E-E_0)^{1/m},\qquad E>E_0, \tag{1}$$

for which $f^m=A^m(E-E_0)$ is a straight line that meets zero at $E_0$.

The exponents come from parabolic bands without electron-hole attraction. In a direct allowed transition the density of pair states gives $f\propto(E-E_g)^{1/2}$, so $m=2$. In an indirect transition the electron and hole momenta are independent. With $D=E-E_0$, where the threshold $E_0$ includes the phonon energy, the two densities of states combine to

$$\int_0^{D}\sqrt{e}\,\sqrt{D-e}\;de\propto D^2,$$

as the substitution $e=Dv$ shows. Hence $m=1/2$. If the matrix element vanishes linearly with wave vector at the edge, its square adds one power of energy: $m=2/3$ for direct forbidden and $m=1/3$ for indirect forbidden transitions.

The inference "straight, therefore this $m$ and this $E_0$" reverses the argument. Equation (1) implies a straight line, but a straight segment does not imply equation (1).

## The counter-example: a broadened direct edge

Take a direct allowed gap $E_g$ with isotropic parabolic bands, a momentum matrix element and refractive index independent of energy, and no background absorption. The electron and hole attract each other through a screened Coulomb potential. Their relative motion is that of a hydrogen atom with Rydberg $R=\hbar^2/(2\mu a^2)$, where $\mu$ is the reduced mass and $a$ the exciton radius.

Light creates the electron and hole at the same place, so a pair state $\lambda$ is excited in proportion to $|\phi_\lambda(0)|^2$. The golden rule with a constant momentum matrix element gives $\varepsilon_2\propto E^{-2}\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda)$. Since $\alpha\propto E\varepsilon_2$,

$$f=\alpha E\propto\sum_\lambda|\phi_\lambda(0)|^2\,\delta(E-E_\lambda). \tag{2}$$

Let $x=(E-E_g)/R$. Without attraction, the sum in (2) is the density of relative states per volume,

$$\frac{1}{4\pi^2}\left(\frac{2\mu}{\hbar^2}\right)^{3/2}\sqrt{E-E_g}=\frac{\sqrt x}{4\pi^2a^3R},$$

because $2\mu/\hbar^2=1/(Ra^2)$. I multiply (2) by $4\pi^2a^3R$, so that free pairs give $f=\sqrt x$.

**Bound states.** The hydrogen $s$ states have $x_n=-1/n^2$ and $|\phi_n(0)|^2=1/(\pi a^3n^3)$. With $\delta(E-E_n)=\delta(x-x_n)/R$, their weights in $f$ are $4\pi^2a^3/(\pi a^3n^3)=4\pi/n^3$.

**Continuum.** With lengths in $a$ and energies in $R$, the radial function obeys $u''+(2/r+k^2)u=0$, where $k=\sqrt x$. Put $u=r\,e^{ikr}w$ and $z=-2ikr$. The equation becomes

$$z\,w_{zz}+(2-z)\,w_z-(1-i/k)\,w=0,$$

which is Kummer's equation, with regular solution $w=M(1-i/k,2,z)$ and $u'(0)=1$. At large $r$, $M$ consists of two terms that make complex conjugate contributions to the real function $u$. One of them is

$$r\,e^{ikr}\,\frac{(2ikr)^{-1+i/k}}{\Gamma(1+i/k)},\qquad\text{of modulus}\qquad\frac{e^{-\pi/2k}}{2k\,|\Gamma(1+i/k)|},$$

since $|i^{\,i/k}|=e^{-\pi/2k}$. The amplitude of $u$ is twice this modulus. The free solution with the same initial slope, $\sin(kr)/k$, has amplitude $1/k$. Continuum states are normalized by their amplitude at large $r$, so attraction multiplies $|\phi(0)|^2$ by

$$\left(\frac{1/k}{e^{-\pi/2k}/(k|\Gamma(1+i/k)|)}\right)^2=e^{\pi/k}\,\frac{\pi/k}{\sinh(\pi/k)}=\frac{2\pi/k}{1-e^{-2\pi/k}},$$

where $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ was used. Multiplication by $\sqrt x=k$ gives the continuum

$$C(x)=\frac{2\pi}{1-e^{-2\pi/\sqrt x}}. \tag{3}$$

It starts at the finite value $2\pi$, not at zero: the square-root onset is gone even before broadening.

Finally, $f$ is convolved with a Gaussian of standard deviation $\sigma$. With $s=\sigma/R$ and $G_s$ the normalized Gaussian in $x$,

$$f(x)=\sum_{n=1}^\infty\frac{4\pi}{n^3}\,G_s\!\left(x+\frac1{n^2}\right)+\int_0^\infty C(y)\,G_s(x-y)\,dy. \tag{4}$$

The numerical check compares (4) with a direct diagonalization of the pair Hamiltonian in a large box. The largest relative difference is about 0.1 percent.

## Reading the edge with four exponents

Define the length

$$L(E)=\frac{f}{f'}, \tag{5}$$

an energy, with primes denoting derivatives with respect to $E$. The tangent to $f^m$ at $E$ has slope $mf^{m-1}f'$, so it meets zero at

$$E_{\rm int}=E-\frac{f^m}{mf^{m-1}f'}=E-\frac{L}{m}. \tag{6}$$

For the curvature, differentiate once more:

$$(f^m)''=mf^{m-1}f'\left[(m-1)\frac{f'}{f}+\frac{f''}{f'}\right].$$

From (5), $L'=1-ff''/f'^2$, so $f''/f'=(1-L')/L$. The bracket is therefore $(m-1)/L+(1-L')/L$, and

$$\frac{(f^m)''}{(f^m)'}=\frac{m-L'}{L}. \tag{7}$$

The plot has no curvature where $L'(E)=m$. I call $L'$ the local exponent. For the power law (1), $L=m(E-E_0)$, so $L'=m$ over the whole edge. For any other edge, $L'=m$ may hold at a single point, around which the plot still looks straight.

Take the round model parameters $E_g=2.000$ eV, $R=0.020$ eV and $\sigma=0.030$ eV. The lowest exciton lies at $2.000-0.020=1.980$ eV. Broadening almost hides it. The exciton lines merge with the continuum into one weak maximum near 2.013 eV, slightly above the gap. Behind this maximum, $f$ drops by only about 2 percent, which noise or a background of similar size could conceal. The table gives the energy $E_m$ where $L'=m$, the tangent intercept (6), and $R^2$ for a line fitted over a 30 meV window centred on $E_m$.

| $m$ | $E_m$ (eV) | $L$ (meV) | $E_{\rm int}$ (eV) | $R^2$ |
|---|---|---|---|---|
| 1/3 | 1.934 | 18.2 | 1.879 | 0.99996 |
| 1/2 | 1.945 | 22.7 | 1.899 | 0.99993 |
| 2/3 | 1.952 | 26.7 | 1.912 | 0.99988 |
| 2 | 1.972 | 50.9 | 1.947 | 0.99941 |

For $m=2$, the arithmetic of (6) is $1.9724-0.0509/2=1.947$ eV. For $m=1/2$ it is $1.9448-2(0.0227)=1.899$ eV. The finite-window fits give intercepts within 2 meV of the tangent values.

All four plots have an excellent straight segment. The indirect allowed reading places the gap 101 meV too low. The correct exponent, $m=2$, still places it 53 meV too low, which is 33 meV below even the exciton. Choosing the plot with the largest $R^2$ would select $m=1/3$, an indirect forbidden transition.

## The general statement

For the edge (4), with any $R>0$ and $\sigma>0$:

1. For every $m$ with $0<m\le2$ there is an energy on the rising edge at which $f^m$ has zero curvature.
2. Let $E_m$ be the lowest such energy. The tangent intercept at $E_m$ increases strictly with $m$.

**Proof of the first part.** Far below the edge, the lowest exciton dominates. Relative to it, a contribution centred at $y\ge-1/4$ carries the factor

$$\exp\left[-\frac{(x-y)^2-(x+1)^2}{2s^2}\right]=\exp\left[-\frac{(y+1)(y-1-2x)}{2s^2}\right],$$

which vanishes as $x\to-\infty$. With $E_1=E_g-R$, therefore, $f\propto e^{-(E-E_1)^2/2\sigma^2}$ in this limit, and

$$L\to\frac{\sigma^2}{E_1-E},\qquad L'\to\frac{\sigma^2}{(E_1-E)^2}\to0. \tag{8}$$

The local exponent thus starts below every positive $m$. Going up in energy, there are two cases.

*The edge has a maximum.* Let $E_p$ be the first zero of $f'$. Below it $f'>0$, so $L$ is smooth there, and $L\to+\infty$ as $E\to E_p$. A function that diverges within a finite interval cannot have a derivative bounded above, so $L'$ takes arbitrarily large values. By continuity it takes every positive value $m$.

*The edge rises throughout.* Expanding (3) for large $x$ gives

$$C=\sqrt x+\pi+\frac{\pi^2}{3\sqrt x}+O(x^{-3/2}),\qquad C'=\frac1{2\sqrt x}\left(1-\frac{\pi^2}{3x}+\dots\right),$$

with the derivative here taken in $x$. Their quotient is

$$\frac{C}{C'}=2x+2\pi\sqrt x+\frac{4\pi^2}{3}+O(x^{-1/2}),$$

and differentiation gives

$$L'=2+\frac{\pi}{\sqrt x}+O(x^{-3/2}). \tag{9}$$

Broadening adds $\tfrac12s^2C''$ to $C$ at leading order, which changes $L'$ by $O(s^2/x^2)$. This is smaller than $\pi/\sqrt x$ at large $x$, and the bound states contribute only Gaussian tails. So $L'$ exceeds 2 at high energy, and by continuity it takes every value in $0<m\le2$. This completes the first part.

**Proof of the second part.** For fixed $m$, the tangent intercept $h_m(E)=E-L(E)/m$ has derivative

$$h_m'(E)=1-\frac{L'(E)}{m}. \tag{10}$$

This is positive for $E<E_m$, because $L'$ has not yet reached $m$. Let $m_2>m_1$. Since $L'$ starts near zero, it reaches $m_1$ first, so $E_{m_1}<E_{m_2}$. Then

$$h_{m_2}(E_{m_2})>h_{m_2}(E_{m_1})=E_{m_1}-\frac{L(E_{m_1})}{m_2}>E_{m_1}-\frac{L(E_{m_1})}{m_1}=h_{m_1}(E_{m_1}).$$

The first inequality holds because $h_{m_2}$ rises up to $E_{m_2}$, the second because $L>0$. This proves the ordering.

Equation (10) has a practical consequence. At $E_m$ the intercept is stationary when the fitting window is moved. Its stability under small shifts of the window is a property of zero curvature, and is no evidence that the intercept is the gap.

The proof uses the Gaussian tail and the Coulomb continuum. Another line shape, a background or nonparabolic bands would need their own examination of $L'$.

## How large the shift is, and its sign

When $\sigma\ll R$, the rising flank belongs to the lowest exciton alone and (8) holds near $E_m$. Setting $L'=m$ gives $E_1-E_m=\sigma/\sqrt m$, and then $L=\sigma\sqrt m$. Equation (6) yields

$$E_{\rm int}=E_g-R-\frac{2\sigma}{\sqrt m}. \tag{11}$$

At $\sigma/R=0.1$ this predicts shifts from the gap of $-1.141R$ for $m=2$ and $-1.283R$ for $m=1/2$, in agreement with the full edge (4). The plot measures the position and width of the exciton flank. In this limit $E_g$ and $R$ enter the flank's position only through their difference, so no choice of exponent can separate them.

For $m=1/2$ the downward shift in units of $R$ grows with the broadening over the range computed. For $m=2$ it grows up to $\sigma/R\approx25$, where it is about $-6.5R$, and then shrinks. At $\sigma/R=5$ it is $-4.4R$ for $m=2$ and $-13.2R$ for $m=1/2$. The downward direction is not universal, however. If the attraction is switched off and only broadening is kept, the $m=2$ intercept lies $0.30\sigma$ above the gap. The excitonic edge approaches this case as $R/\sigma\to0$. Over the broadened edge the free term $\sqrt x$ is of order $\sqrt{\sigma/R}$, while the leading correction from attraction in the expansion of (3) is the constant $\pi$. The $m=2$ shift therefore changes sign at large $\sigma/R$; for the edge (4) this happens between $\sigma/R=90$ and $100$. Attraction and broadening can thus shift the intercept in opposite directions, and no fixed correction applies to all samples.

## Why $R^2$ does not decide

Consider a window of width $w$ with evenly spaced points, and let $t$ be the energy measured from its centre. To second order,

$$f^m\approx\text{const}+(f^m)'\left(t+\tfrac12\kappa t^2\right),\qquad\kappa=\frac{m-L'}{L},$$

by (7). A fitted line absorbs the linear term and the mean of $t^2$. The variance of $t$ is $w^2/12$. The variance of $t^2$ is $w^4/80-w^4/144=w^4/180$. The unexplained fraction is therefore

$$1-R^2\approx\frac{(\kappa^2/4)(w^4/180)}{w^2/12}=\frac{\kappa^2w^2}{60}. \tag{12}$$

It is second order in $w$ and carries the small factor $1/60$. The largest residual, at the ends of the window, is $\tfrac12|\kappa|(w^2/4-w^2/12)=|\kappa|w^2/12$ in units of the slope. Relative to the span of the ordinate it is $|\kappa|w/12$, which is first order in $w$ and more revealing.

Now fit all four exponents in one common window, from 1.945 to 1.975 eV. Its centre is where $L'=1$, and $L=33.7$ meV there. For $m=2$, $\kappa w=30/33.7=0.89$, so (12) gives $R^2\approx1-0.79/60=0.987$; the fit gives 0.988. The estimated largest residual is $0.89/12$, or 7 percent of the span; the fit gives 8 percent. The other three exponents have $R^2$ between 0.994 and 0.998, with largest residuals of 3 to 5 percent.

These fits are worse than those in the separate windows, and a plot of residuals would show their curvature if the noise were low. Even so, $R^2$ favours $m=2/3$ and ranks the correct exponent last. The intercepts range from 1.859 to 1.942 eV.

## The converse error

An indirect edge can also imitate a direct one, though for a different reason. Let $f\propto(E-E_g)^2$ without broadening, where $E_g=2.000$ eV now denotes the indirect threshold. Then $L=(E-E_g)/2$ and $L'=1/2$ everywhere, so the $m=2$ plot has no point of zero curvature. A short window is still nearly straight. Centred at $E_c$, it gives by (6)

$$E_{\rm int}\approx E_c-\frac{E_c-E_g}{4}=E_g+\frac34(E_c-E_g).$$

For $E_c=2.200$ eV this is 2.150 eV. A fit over 60 meV gives 2.148 eV with $R^2=0.987$. This false direct gap can be exposed by moving the window, because the intercept follows at three quarters of the displacement.

## What would support a gap assignment

The condition that belongs to (1) is a constant local exponent over an extended range. Equivalently, $L=f/f'$ should be a straight line of slope $m$ that extrapolates to zero at $E_0$. This needs one derivative of the data, whereas $L'$ needs two and amplifies noise more.

In the common window above, $L'$ climbs from 0.51 to 2.43. It passes through the values 2/3 and 2 without resting at either. The broadened edge without attraction behaves differently: $L'$ is 2.10 at $4\sigma$ above the gap and 2.02 at $8\sigma$, close to a plateau at 2. For the excitonic edge the values at the same distances are 0.29 and 2.33, so moving the window above the gap does not restore the simple law. By (9), the excess $\pi/\sqrt x$ falls to 0.1 only at $x\approx(10\pi)^2\approx1000$. With $R=0.020$ eV this is about 20 eV above the gap, where the assumption of parabolic bands cannot be trusted.

A plateau over a finite range shows that $f$ follows a power law there, but not that the fitted $E_0$ is the threshold of the transition. For the excitonic edge above, $L'$ is 2.46, 2.49 and 2.47 at 2.32, 2.40 and 2.60 eV. A line fitted to $L$ from 2.32 to 2.60 eV has $R^2=0.999999$ and slope 2.49, yet it meets zero at 1.70 eV, which is 0.30 eV below the gap. Nor does an exponent alone prove a microscopic mechanism, since different mechanisms can share a power law. When attraction matters, the exciton lines, the continuum and the broadening have to be modelled together. A single intercept on the low-energy flank cannot supply the gap. For $\sigma\ll R$ it depends, by (11), only on $E_g-R$ and $\sigma$, and for broader edges it still mixes $E_g$, $R$ and $\sigma$. Knowing $R$ alone does not remove this ambiguity, since the intercept still depends on $\sigma$. To obtain the gap from such an intercept, both the exciton Rydberg and the broadening must be known. For $\sigma\ll R$ the lowest exciton line is resolved and its peak lies at $E_g-R$, so the gap follows from the peak position and $R$ without $\sigma$. A visible peak alone is not enough: at $\sigma=R$ the edge (4) still has a maximum, but it lies about $0.6R$ above $E_g-R$.

## Computed values

```
gap 2.000 eV, Rydberg 0.020 eV, sigma 0.030 eV
1s exciton energy 1.980 eV
largest relative difference from box diagonalization 1.1e-03
local exponent Lp of continuum at x = 10000: 2.03141
drop of alpha*E behind the exciton maximum 2.24 percent
Own windows, width 0.030 eV, centred on each inflection:
 m=1/3: inflection 1.9337 eV, L 18.15 meV
   tangent intercept 1.8792 eV, shift from gap -120.8 meV
   fit intercept 1.8785 eV, R2 0.99996, largest residual 0.50 percent of span
 m=1/2: inflection 1.9448 eV, L 22.70 meV
   tangent intercept 1.8994 eV, shift from gap -100.6 meV
   fit intercept 1.8985 eV, R2 0.99993, largest residual 0.69 percent of span
 m=2/3: inflection 1.9517 eV, L 26.70 meV
   tangent intercept 1.9117 eV, shift from gap -88.3 meV
   fit intercept 1.9107 eV, R2 0.99988, largest residual 0.87 percent of span
 m=2: inflection 1.9724 eV, L 50.94 meV
   tangent intercept 1.9469 eV, shift from gap -53.1 meV
   fit intercept 1.9455 eV, R2 0.99941, largest residual 1.97 percent of span
Common window 1.9453 to 1.9753 eV:
 Lp at lower end 0.510, at upper end 2.427
 L at window centre 33.72 meV
 m=1/3: intercept 1.8587 eV, R2 0.9942, largest residual 5.3 percent of span
 m=1/2: intercept 1.8921 eV, R2 0.9967, largest residual 4.3 percent of span
 m=2/3: intercept 1.9088 eV, R2 0.9984, largest residual 3.3 percent of span
 m=2: intercept 1.9418 eV, R2 0.9884, largest residual 7.9 percent of span
Scan of broadening, (tangent intercept - gap)/Rydberg:
 sigma/R= 0.1: m=1/2 -1.283, m=2 -1.141
 sigma/R= 0.5: m=1/2 -2.409, m=2 -1.689
 sigma/R= 1.5: m=1/2 -5.030, m=2 -2.653
 sigma/R= 5.0: m=1/2 -13.232, m=2 -4.372
 sigma/R=30.0: m=1/2 -65.932, m=2 -6.466
Free pairs, m=2: inflection 1.986 sigma above gap, intercept shift +0.296 sigma
 free-pair Lp at 4 sigma 2.097, at 8 sigma 2.017
 Elliott Lp at 4 sigma 0.292, at 8 sigma 2.331
Indirect edge, window centre 2.200 eV, width 0.060 eV:
 m=2 fit intercept 2.1484 eV, tangent value 2.1500 eV
 R2 0.9868, largest residual 7.8 percent of span
```
